# Spectral weights for unfolding supercell states and their sum rule, part 2

The problem is to decide how much of a supercell eigenstate belongs to each wavevector of the underlying primitive crystal.

The supercell vectors \(\mathbf A_i=\sum_jM_{ij}\mathbf a_j\) are integer combinations of the primitive vectors \(\mathbf a_j\). Reciprocal vectors obey \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\) and \(\mathbf A_i\cdot\mathbf B_j=2\pi\delta_{ij}\). Integer combinations of the \(\mathbf b_i\) are called \(\mathbf g\), those of the \(\mathbf B_i\) are called \(\mathbf G\), and every \(\mathbf g\) is also a \(\mathbf G\). The supercell, of volume \(\Omega\), contains \(N=\Omega/\Omega_p=|\det M|\) primitive cells of volume \(\Omega_p\). The \(N\) inequivalent primitive wavevectors \(\mathbf k_j=\mathbf K+\mathbf G_j\) fold onto the supercell wavevector \(\mathbf K\); the plane waves \(\mathbf k_j+\mathbf g\) form the class of \(\mathbf k_j\).

The supercell eigenstate \(\psi_{\mathbf Km}\), with band index \(m\) and energy \(E_m\), has coefficients \(C_m(\mathbf K+\mathbf G)\) in the orthonormal plane waves \(|\mathbf q\rangle=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}\). The \(\phi_{\mathbf kn}\) are Bloch states of a reference crystal with primitive periodicity, with band index \(n\). Inner products are integrals over one supercell, both kinds of state are normalized there, and spin is suppressed.

The weight of \(\psi_{\mathbf Km}\) at \(\mathbf k\) is defined as

\[
W_m(\mathbf k)=\sum_n\left|\langle\phi_{\mathbf kn}|\psi_{\mathbf Km}\rangle\right|^2 .
\tag{1}
\]

With the projector \(P_{\mathbf k}=\sum_{\mathbf g}|\mathbf k+\mathbf g\rangle\langle\mathbf k+\mathbf g|=\sum_n|\phi_{\mathbf kn}\rangle\langle\phi_{\mathbf kn}|\), this equals \(\langle\psi_{\mathbf Km}|P_{\mathbf k}|\psi_{\mathbf Km}\rangle\), and

\[
\boxed{\,W_m(\mathbf k_j)=\sum_{\mathbf g}\left|C_m(\mathbf k_j+\mathbf g)\right|^2\,}
\tag{4}
\]

\[
\sum_{j=1}^{N}W_m(\mathbf k_j)=\sum_{\mathbf G}|C_m(\mathbf K+\mathbf G)|^2=\langle\psi_{\mathbf Km}|\psi_{\mathbf Km}\rangle=1 .
\tag{5}
\]

An equivalent translation form, with \(\tau_{\mathbf T}\psi(\mathbf r)=\psi(\mathbf r+\mathbf T)\) and \(\mathbf T\) running over the \(N\) primitive translations in the supercell, is

\[
W_m(\mathbf k_j)=\frac1N\sum_{\mathbf T}e^{-i\mathbf k_j\cdot\mathbf T}\,\langle\psi_{\mathbf Km}|\tau_{\mathbf T}\psi_{\mathbf Km}\rangle .
\tag{6}
\]

### (e) What is obtained if the sum runs over supercell bands instead of wavevectors?

**Solution.** Fix one reference state \(\phi_{\mathbf kn}\) with \(\mathbf k=\mathbf k_j\). The supercell eigenstates at \(\mathbf K\) are complete, so \(\sum_m|\psi_{\mathbf Km}\rangle\langle\psi_{\mathbf Km}|=1\) on functions with Bloch vector \(\mathbf K\), and \(\phi_{\mathbf kn}\) is such a function. Taking the expectation value in \(\phi_{\mathbf kn}\),

\[
\sum_m|\langle\phi_{\mathbf kn}|\psi_{\mathbf Km}\rangle|^2=\langle\phi_{\mathbf kn}|\phi_{\mathbf kn}\rangle=1 .
\]

Each primitive state is thus spread over supercell states with total weight one. The unfolded band structure is the spectral function

\[
A(\mathbf k,E)=\sum_mW_m(\mathbf k)\,\delta(E-E_m),
\]

whose integral over energy counts one unit per primitive band. With infinitely many bands the integral diverges. In a finite plane-wave basis it equals the number of plane waves in the class of \(\mathbf k\). The sum over \(m\) at fixed \(\mathbf k\) is therefore not one; the sum over \(\mathbf k_j\) at fixed \(m\) is.

### (f) What do the weights look like in a perfect crystal, and how does a perturbation change them?

**Solution.** If the supercell merely repeats the primitive crystal, its Hamiltonian commutes with every \(P_{\mathbf k_j}\). Its eigenstates may then be chosen as primitive Bloch states, each with weight one at a single wavevector. If several states share one energy, a numerical diagonalization may return any orthonormal mixture \(\psi_m'=\sum_l\psi_lU_{lm}\) with \(U\) unitary. Individual weights change, but their sum over the group does not:

\[
\sum_m\langle\psi_m'|P_{\mathbf k}|\psi_m'\rangle
=\sum_{ll'}\Big(\sum_mU^*_{lm}U_{l'm}\Big)\langle\psi_l|P_{\mathbf k}|\psi_{l'}\rangle
=\sum_l\langle\psi_l|P_{\mathbf k}|\psi_l\rangle .
\]

Evaluated with Bloch states, the right side is the number of primitive states at \(\mathbf k\) with that energy. The group sum is thus an integer.

One symmetry holds also in an imperfect supercell. Let \(\mathbf K=0\) and let the Hamiltonian be real. Then \(\psi^*\) is an eigenstate with the same energy as \(\psi\). If the level is not degenerate, \(\psi^*\) equals \(\psi\) up to a phase, so \(|C(-\mathbf G)|=|C(\mathbf G)|\). Complex conjugation exchanges the classes of \(\mathbf k\) and \(-\mathbf k\), which gives \(W(\mathbf k)=W(-\mathbf k)\).

Now add a perturbation \(\delta V\) that has the period of the supercell alone. To first order, a state \(\phi_0\) of wavevector \(\mathbf k\) and energy \(E_0\) acquires components \(\phi_{\mathbf k'n}\) with amplitudes \(\langle\phi_{\mathbf k'n}|\delta V|\phi_0\rangle/(E_0-E_{\mathbf k'n})\). At another wavevector \(\mathbf k'\) the weight is, to leading order,

\[
W(\mathbf k')\simeq\sum_n\frac{|\langle\phi_{\mathbf k'n}|\delta V|\phi_0\rangle|^2}{(E_0-E_{\mathbf k'n})^2}.
\]

This requires amplitudes much smaller than one. Within a degenerate group, \(\phi_0\) must first be chosen so that \(\delta V\) does not couple it to the other members. If \(\delta V\) does not split the group in first order, the second-order coupling fixes the choice. Such a \(\phi_0\) may combine several wavevectors, and the formula then applies to wavevectors \(\mathbf k'\) that do not occur in the group.

### (g) Can folding by itself turn an indirect transition into a direct one?

**Solution.** For a local potential, the optical matrix element in the dipole approximation is that of the momentum \(\mathbf p\). A plane wave is an eigenstate of momentum, \(\mathbf p|\mathbf q\rangle=\hbar\mathbf q|\mathbf q\rangle\), so \(\mathbf p\) commutes with each \(P_{\mathbf k_j}\). Insert \(\sum_jP_{\mathbf k_j}=1\) and use \(P_{\mathbf k_j}^2=P_{\mathbf k_j}\):

\[
\langle\psi_v|\mathbf p|\psi_c\rangle=\sum_{j=1}^N\langle P_{\mathbf k_j}\psi_v|\,\mathbf p\,|P_{\mathbf k_j}\psi_c\rangle .
\tag{7}
\]

A channel \(\mathbf k_j\) can contribute only when both the valence state \(v\) and the conduction state \(c\) have weight there. If folding merely relabels a perfect crystal, an electron at a distant valley and a hole at \(\mathbf k=0\) share no channel, and the element is zero. The perturbation must mix wavevectors before light couples to the transition without the help of a phonon.

Shared weight is necessary but not sufficient, since symmetry may cancel a channel. Suppose the supercell has an inversion centre. Momentum changes sign under inversion, so at \(\mathbf K=0\) it does not connect two states of equal parity. Inversion maps the class of \(\mathbf k=0\) onto itself, so that channel vanishes separately for such a pair.

A convenient measure of strength, summed over a set of valence states and the three directions \(\alpha\), is the energy

\[
E_p(c)=\frac{2}{m_e}\sum_v\sum_{\alpha}|\langle\psi_v|p_\alpha|\psi_c\rangle|^2 ,
\]

where \(m_e\) is the free-electron mass.

### (h) Unfold the band edges of a Si6Ge4 superlattice.

**Model.** Six silicon layers and four germanium layers repeat along [001] on a common diamond lattice with \(a=0.55\) nm. The supercell vectors are \(a(\tfrac12,\tfrac12,0)\), \(a(\tfrac12,-\tfrac12,0)\) and \(a(\tfrac12,0,\tfrac52)\). The potential is local. Its Fourier component at \(\mathbf q\) is the average over the ten atoms of \(v_s(q)e^{-i\mathbf q\cdot\boldsymbol\tau_s}\), with \(\boldsymbol\tau_s\) the atomic positions. The form factors \(v_s\) are rough typical values, interpolated smoothly in \(q\) and set to zero beyond \(q^2=16\):

| \(q^2\) in \((2\pi/a)^2\) | 0 | 3 | 8 | 11 | 16 |
|---|---|---|---|---|---|
| Si (eV) | −8.2 | −2.86 | 0.54 | 1.09 | 0 |
| Ge (eV) | −8.2 | −3.13 | 0.14 | 0.82 | 0 |

The kinetic cutoff is 100 eV, which gives 475 plane waves at \(\mathbf K=0\).

**Solution.** The first two supercell vectors span an area \(a^2/2\), and the height is \(5a/2\), so \(\Omega=5a^3/4\). The primitive volume is \(a^3/4\), hence \(N=5\). The third reciprocal vector is perpendicular to the first two supercell vectors and therefore points along \(z\). Its product with the third must be \(2\pi\), so \(\mathbf B_3=(2\pi/a)(0,0,0.4)\). Its multiples give \(k_z=0,\,0.4,\,0.8,\,1.2,\,1.6\) in units of \(2\pi/a\). Because \((0,0,2)\) is a primitive reciprocal vector in these units, the last two are equivalent to \(-0.8\) and \(-0.4\). The point \(\mathbf K=0\) thus collects \(0,\pm0.4\) and \(\pm0.8\).

With four valence electrons per atom, 20 bands are filled. Energies below are measured from band 20.

| Band | Energy (eV) | \(W(0)\) | \(W(\pm0.4)\) | \(W(\pm0.8)\) |
|---|---|---|---|---|
| 20 | 0 | 0.9930 | 0.0067 | 0.0002 |
| 21 | 0.823 | 0.0023 | 0.0033 | 0.9944 |
| 22 | 0.910 | 0.0005 | 0.0023 | 0.9972 |

The columns for \(\pm\mathbf k\) contain both signs. For band 21 the five separate weights, in the order \(0,0.4,0.8,-0.8,-0.4\), add up as

\[
0.002314+0.001660+0.497183+0.497183+0.001660=1.000000 ,
\]

and they show the equality of \(W(\mathbf k)\) and \(W(-\mathbf k)\). The gap at the folded \(\Gamma\) point looks direct in the supercell zone, yet the conduction state is 99.4 % a state of the distant valleys.

The general statements were tested at \(\mathbf K=(0.13,0.07,0.11)\,2\pi/a\) with displaced layers. The overlaps in definition (1) were integrated on a real-space grid, with silicon and then germanium as reference crystal. They agreed with (4) to \(9\times10^{-14}\), and their sums over \(\mathbf k_j\) differed from one by no more than \(9\times10^{-14}\). In an all-silicon supercell, the group sums of (f) were integers to \(4\times10^{-14}\).

### (i) Is the superlattice an efficient light emitter, and how firm is the answer?

**Solution.** Take the three highest valence states, bands 18 to 20, and compare \(E_p\) with two controls on the same lattice. In the all-silicon supercell, the lowest conduction pair has weight at \(\pm0.8\) alone and \(E_p\) is zero to rounding error, as (7) requires. For direct transitions in silicon at \(\mathbf k=0\), the mean over the four lowest conduction states is 38.1 eV per state. In the superlattice, band 21 has 0.141 eV, so

\[
\frac{0.141\ \text{eV}}{38.1\ \text{eV}}\approx0.0037 .
\]

Keeping the \(\mathbf k=0\) channel alone gives 0.139 eV, so the coupling comes mainly from the small part of band 21 at \(\mathbf k=0\). A cutoff of 150 eV lowers the total to 0.140 eV. The value depends more on how the form factors are interpolated at small \(q\), where the table does not fix them: a cubic spline through the same nodes gives 0.173 eV and a ratio of 0.0045.

Band 22 has \(W(0)=0.0005\), but its \(E_p\) is zero to rounding error. Parity accounts for this. The midpoint of the bond between the third and fourth silicon layers is an inversion centre of the stack: it maps six silicon layers onto themselves and four germanium layers onto themselves. In silicon the valence top at \(\mathbf k=0\) is a threefold level of one parity. Inversion exchanges the two valley states at \(\pm0.8\), so their sum and difference have opposite parities. Insofar as bands 18 to 22 grow out of these silicon states, one member of the conduction pair is forbidden. The computed strengths identify it as band 22.

Three changes to the model were tried one at a time. The weight quoted is \(W(0)\) summed over bands 21 and 22.

| Case | Gap at \(\Gamma\) (eV) | Pair \(W(0)\) |
|---|---|---|
| Ideal layers | 0.823 | 0.0028 |
| Relaxed layers | 0.749 | 0.0036 |
| Ge form factor at \(q=0\) raised by 0.5 eV | 0.771 | 0.0036 |
| Cutoff 148 eV | 0.815 | 0.0029 |

In the relaxed case, Ge–Ge layer spacings grow by 4.0 % and Si–Si spacings shrink by 2.7 %, with the period, the in-plane lattice and the form factors held fixed. Spin-orbit coupling is left out. It splits the six spin states of a threefold valence level into four upper and two lower ones without changing their mean energy, so the upper ones rise by a third of the splitting. With rough splittings of 0.04 eV for Si and 0.3 eV for Ge, weighted by composition, it would raise the valence top by about \((0.6\times0.04+0.4\times0.3)/3\approx0.05\) eV and reduce the gap accordingly.

Whether the lowest conduction state lies at \(\Gamma\) is a separate question, which the weights at \(\mathbf K=0\) cannot answer. On the points sampled, the lowest in-plane valley energy is 0.853 eV, at \(\mathbf K=(0.85,0,0)\,2\pi/a\). That is 0.030 eV above band 21, or 0.050 eV with relaxed layers; at a cutoff of 150 eV these differences are 0.030 and 0.054 eV. The thermal energy at 300 K is 0.026 eV, so in this model the in-plane valleys would hold an appreciable share of the electrons. The valleys keep this order in both cases, but the form factors are rough and the sampling is coarse, so their order in real material remains open. The valence maximum was not searched for away from \(\Gamma\).

Set beside real material, the lattice constant lies between those of silicon (roughly 0.54 nm) and germanium (roughly 0.57 nm), as for growth on a relaxed alloy buffer. The all-silicon control has a gap of 1.02 eV at the folded point, about 0.01 eV less at a cutoff of 150 eV. Its closeness to the rough 1.1 eV of silicon is partly an effect of the enlarged lattice: at the lattice constant of silicon, 0.543 nm, the same form factors give about 0.84 eV at that point. The superlattice gap of 0.82 eV corresponds to a wavelength near 1.5 µm, but the larger shifts above, of 0.05 to 0.07 eV each, make this a rough figure. The offset between the valence bands of silicon and germanium was not fitted to measured values, although it affects how far the holes gather in the germanium layers. Real layers are also strained; the changed layer spacings assumed above lower the gap by 0.07 eV and raise the pair weight by about a quarter. The optical strength need not follow the weight, and the value given above is for ideal layers. Real interfaces are also intermixed. That breaks the assumed periodicity and the inversion symmetry, and its effect was not computed. Within these limits, the model's lowest transitions at \(\Gamma\), from bands 18 to 20 into band 21, are allowed, but their summed strength is a few thousandths of the corresponding sum for a direct silicon transition. The numerical output lists the remaining values.

## Numbers as computed

```
lattice constant: 0.55 nm; period: 1.375 nm
unit of wavevector 2 pi/a: 11.424 1/nm
cutoff: 100 eV; plane waves at Gamma: 475
primitive cells per supercell N: 5
Si form factors at q^2=0,3,8,11,16 (eV): [-8.2, -2.86, 0.54, 1.09, 0.0]
Ge form factors at q^2=0,3,8,11,16 (eV): [-8.2, -3.13, 0.14, 0.82, 0.0]
supercell matrices with class count |det M|: 12
test K (2 pi/a): [0.13 0.07 0.11]
max error, overlap definition vs formula: 8.9e-14
max error, translation form vs formula: 1.6e-15
max |sum over k of W - 1|: 8.9e-14
max |sum over m for a primitive state - 1|: 2.3e-13
perfect Si, max departure from integers: 3.8e-14
all-Si control, gap at folded Gamma: 1.017 eV
all-Si control, pair weight at 0, +-0.4, +-0.8: [0. 0. 2.]
Si6Ge4 at Gamma: band, E-E(20) in eV, W(0), W(+-0.4), W(+-0.8), sum
  18  -0.0029 0.996611 0.002839 0.000550 1.000000
  19  -0.0023 0.993015 0.006777 0.000208 1.000000
  20   0.0000 0.993022 0.006740 0.000238 1.000000
  21   0.8228 0.002314 0.003320 0.994365 1.000000
  22   0.9096 0.000521 0.002316 0.997162 1.000000
  23   1.5871 0.000358 0.018693 0.980948 1.000000
  24   1.6186 0.013238 0.010695 0.976067 1.000000
band 21, W at k = 0, 0.4, 0.8, -0.8, -0.4: [0.002314 0.00166  0.497183 0.497183 0.00166 ]
optical energy, all-Si folded pair: 4.3e-27 eV
optical energy, band 21: 1.413e-01 eV; k=0 channel alone: 1.388e-01 eV
optical energy, band 22: 2.568e-27 eV; k=0 channel alone: 2.677e-27 eV
optical energy, direct Si mean per state: 38.11 eV
ratio of bands 21+22 to one direct state: 3.71e-03
variant: gap at Gamma (eV), pair splitting (meV), pair W(0)
  ideal layers: 0.823, 86.8, 2.836e-03
  relaxed layers: 0.749, 82.6, 3.615e-03
  Ge long-wave +0.5 eV: 0.771, 86.7, 3.551e-03
  cutoff 148 eV: 0.815, 86.6, 2.852e-03
relaxed spacings: Ge +4.0 %, Si -2.7 %
ideal, lowest conduction, growth axis: 0.823 eV at K=(0, 0, 0.0)
ideal, lowest conduction, in-plane: 0.853 eV at K=(0.85, 0, 0)
ideal, lowest conduction, L point: 1.426 eV at K=(0.5, 0.5, 0.1)
relaxed, lowest conduction, growth axis: 0.749 eV at K=(0, 0, 0.0)
relaxed, lowest conduction, in-plane: 0.799 eV at K=(0.85, 0, 0)
relaxed, lowest conduction, L point: 1.376 eV at K=(0.5, 0.5, 0.1)
rough spin-orbit splittings Si, Ge: 0.04, 0.3 eV
neglected spin-orbit rise of valence top: about 0.05 eV
thermal energy at 300 K: 25.9 meV
```
